# Transition-energy spread of nanocrystals caused by a spread in radius

**Question**

I have an ensemble of roughly spherical semiconductor nanocrystals. The confinement energy at the mean radius is 200 meV and scales as the inverse square of the radius. The radius varies by five percent, and I need the resulting spread in transition energy.

Taking five percent of 200 meV gives 10 meV, but that ignores the square. If I recalculate the energy at the two ends of the radius range, the shifts up and down are unequal, so I don't know which one to quote. Differentiating gives a minus sign, which looks odd for a width. Should the percentage act on the whole photon energy, including the bulk gap? And would the answer survive in a real material, say an oxide such as In\(_2\)O\(_3\)?

**Answer**

**What varies, and what "five percent" means**

Write the transition energy of a dot of radius \(R\) as

\[
E(R)=E_0+E_c(R),\qquad E_c(R)=E_1\left(\frac{\bar R}{R}\right)^2 .
\]

Here \(E_0\) contains the bulk gap and anything else independent of size, \(\bar R\) is the mean radius, and \(E_1=E_c(\bar R)=200\) meV. I read "five percent" as the relative standard deviation of the radius, \(s=\sigma_R/\bar R=0.05\). A five percent spread in diameter gives the same \(s\), because the factor of two cancels in the ratio.

The inverse square comes from a particle in a sphere with impenetrable walls. For a spherically symmetric state \(\psi(r)=u(r)/r\), the Schrödinger equation with effective mass \(m\) becomes

\[
-\frac{\hbar^2}{2m}u''=Eu,\qquad u(0)=u(R)=0 .
\]

The first boundary condition keeps \(\psi\) finite at the centre; the second is the hard wall. The solution vanishing at the centre is \(u\propto\sin kr\), and the wall requires \(kR=\pi\) for the lowest state. Hence \(E=\hbar^2\pi^2/(2mR^2)\). Adding the electron and hole energies gives

\[
E_c=\frac{\hbar^2\pi^2}{2R^2}\left(\frac1{m_e}+\frac1{m_h}\right)
=\frac{\hbar^2\pi^2}{2\mu R^2},\qquad
\frac1\mu=\frac1{m_e}+\frac1{m_h}.
\]

This assumes parabolic bands and, for now, no electron–hole attraction.

**The spread to first order**

The derivative of \(E_0\) is zero, so

\[
\frac{dE}{dR}=-2E_1\frac{\bar R^2}{R^3},
\qquad
\left.\frac{dE}{dR}\right|_{\bar R}=-\frac{2E_1}{\bar R}.
\]

For a small deviation \(\delta R\) this gives \(\delta E=-2E_1\,\delta R/\bar R\). The minus sign says that a larger dot has a lower transition energy. To get a standard deviation, square, average and take the positive root:

\[
\sigma_E=\frac{2E_1}{\bar R}\sigma_R=2sE_1
=2(0.05)(200\ \text{meV})=20\ \text{meV}=0.020\ \text{eV}.
\]

Your 10 meV lacks the factor 2 from the exponent. The resulting ten percent applies to the confinement energy, not to the photon energy, because the gap is the same in every dot.

At fixed relative spread \(s\), halving the mean radius multiplies both \(E_1\) and \(\sigma_E\) by four. At fixed absolute spread \(\sigma_R\), it also doubles \(s\), so \(\sigma_E\) grows by a factor of eight.

**Why the two ends are unequal**

At the ends of a hard range of \(\pm5\%\),

\[
\frac{200}{1.05^2}=181.4\ \text{meV},\qquad
\frac{200}{0.95^2}=221.6\ \text{meV}.
\]

The shifts are 18.6 meV down and 21.6 meV up. They differ because \(R^{-2}\) is convex: its slope is steeper on the small-radius side. Diagonalizing the radial equation on a grid whose spacing stays fixed while the wall moves gives the same three energies, 221.6, 200.0 and 181.4 meV, so the power law is confirmed without being put in.

If five percent is a hard limit, the quantity to quote is the full range, 40.2 meV. The standard deviation then depends on how the radii fill the range. For a uniform distribution of half-width \(a\),

\[
\sigma_R^2=\frac1{2a}\int_{-a}^{a}y^2\,dy=\frac{a^2}{3}.
\]

With \(a=0.05\bar R\), the first-order energy spread is \(20/\sqrt3\approx11.5\) meV. The meaning of the percentage therefore matters more than the curvature.

**How good is the linear result?**

Let \(R=\bar R(1+x)\), with \(x\) Gaussian, \(\langle x^2\rangle=s^2\), \(\langle x^4\rangle=3s^4\) and vanishing odd moments. The far tail, where \(R\) would approach zero, is unphysical and must be cut off. For small \(s\), let \(y=E_c/E_1=(1+x)^{-2}\) and expand:

\[
y=1-2x+3x^2-4x^3+5x^4+\dots,
\]
\[
y^2=(1+x)^{-4}=1-4x+10x^2-20x^3+35x^4+\dots
\]

Averaging gives

\[
\langle y\rangle=1+3s^2+15s^4+\dots,\qquad
\langle y^2\rangle=1+10s^2+105s^4+\dots
\]

Since \(\langle y\rangle^2=1+6s^2+(9+30)s^4+\dots\), the variance is

\[
\langle y^2\rangle-\langle y\rangle^2=4s^2+66s^4+\dots
\]

Taking the square root with \(\sqrt{1+q}\approx1+q/2\),

\[
\sigma_E=2sE_1\sqrt{1+\tfrac{33}{2}s^2+\dots}
\approx2sE_1\left(1+\tfrac{33}{4}s^2\right).
\]

For \(s=0.05\) the correction is about 2% of the linear value. Direct integration over the radii, cut at eight standard deviations, gives 20.4 meV. The mean energy also rises, by \(3s^2E_1=1.5\) meV, so the ensemble average lies slightly above the energy of the average dot.

**If you need a line width**

A Gaussian falls to half its maximum at a distance \(d\) given by \(e^{-d^2/2\sigma_E^2}=1/2\), so \(d=\sigma_E\sqrt{2\ln2}\). The full width at half maximum is

\[
\text{FWHM}=2\sqrt{2\ln2}\,\sigma_E\approx47\ \text{meV}.
\]

The energy distribution is not quite Gaussian. Conservation of probability gives \(p_E=p_R\,|dR/dE_c|\). From \(R=\bar R(E_1/E_c)^{1/2}\),

\[
\left|\frac{dR}{dE_c}\right|=\frac{\bar R}{2}\,E_1^{1/2}E_c^{-3/2}.
\]

The width read from this density is 46.2 meV, about 2% below the linear estimate, while the standard deviation is about 2% above it. For a skewed distribution the two measures need not keep their Gaussian ratio. This is the distribution of transition energies over dots; an optical spectrum also contains the width of each dot's own line and the dependence of its strength on size.

**An oxide dot: how large is it?**

To see what the model leaves out, take rough values in the regime of In\(_2\)O\(_3\): \(m_e=0.2m_0\), \(m_h=2m_0\), where \(m_0\) is the free-electron mass, and relative permittivity \(\epsilon_{\rm in}=9\). The hole mass is poorly known. The reduced mass is \(\mu=(0.2\times2/2.2)m_0=0.18m_0\), and

\[
\bar R=\frac{\pi\hbar}{\sqrt{2\mu E_1}}=3.2\ \text{nm},
\qquad \sigma_R=0.05\bar R=0.16\ \text{nm}.
\]

With a lattice constant of about 1.0 nm, cation layers along a cube axis are about 0.25 nm apart. The radius spread is smaller than one layer, so \(R\) must be understood as an effective radius, not as the position of a smooth surface.

**Electron–hole attraction**

In first order, use the hard-wall states. With \(x=r/R\) now denoting the scaled distance from the centre, each carrier has radial density \(\rho(x)=2\sin^2\pi x\). Two spherical shells at \(x\) and \(x'\) interact as if the inner one were at the centre, so the magnitude of the attraction is

\[
W=\frac{e^2}{4\pi\epsilon_0\epsilon_{\rm in}R}
\int_0^1\!\!\int_0^1\frac{\rho(x)\rho(x')}{\max(x,x')}\,dx\,dx'
=88.9\ \text{meV}\quad\text{at }\bar R .
\]

The integral does not depend on \(R\), so \(W\propto1/R\). Differentiating \(E_c-W\),

\[
-\frac{d(E_c-W)}{d\ln R}=2E_c-W,
\]
\[
\sigma_E=s(2E_1-W)=0.05(400-88.9)=15.6\ \text{meV}.
\]

The attraction is not small compared with 200 meV, so the states should be allowed to respond. Let each carrier move in the average potential of the other and iterate to self-consistency. This product state includes the mutual contraction but omits electron–hole correlation. Let \(T\) be its kinetic energy and \(W\) its new attraction energy. If the shape in the scaled coordinate is held fixed, \(T\propto R^{-2}\) and \(W\propto R^{-1}\). The shape does change with \(R\), but the energy is stationary with respect to shape, so that change does not contribute to the first derivative. Therefore

\[
\sigma_E=s(2T-W)=0.05(2\times206.0-100.6)=15.6\ \text{meV}.
\]

A finite-difference derivative of the self-consistent energy agrees with this value. The total \(T-W\) is 105.4 meV, below the first-order 111.1 meV, yet the spread hardly moves. The reason is a scaling one: the second-order energy is a squared Coulomb matrix element, proportional to \(R^{-2}\), divided by a level spacing, also proportional to \(R^{-2}\). At that order the extra lowering is the same for every radius and cannot spread the energies.

Changing the hole mass to \(1m_0\) or \(10m_0\), with the radius readjusted to keep 200 meV of kinetic confinement, gives 15.8 and 15.1 meV. The poorly known hole mass is not critical here. The permittivity matters more. The value 9 is a static one and includes the response of the lattice, which may not follow a fast optical transition. With the electronic response alone, about 4, the first-order attraction becomes \(88.9\times9/4=200\) meV and the first-order spread falls to 10 meV, before surface polarization is included. An attraction as large as the confinement energy stretches first order, so this is only a rough value.

There is a trap in the words "confinement energy". If your 200 meV is the net shift from the bulk gap, \(\Delta=E_c-W\), then in first order \(2E_c-W=2\Delta+W\), and

\[
\sigma_E=s(2\Delta+W),
\]

which is larger than \(2s\Delta\). Attraction reduces the spread at fixed kinetic confinement but increases it at fixed net shift. The stated inverse-square law corresponds to the kinetic reading.

**Polarization of the surface**

A charge inside a dot also polarizes its surface. For a charge at scaled distance \(x\) from the centre, take the multipole of order \(n\), with the field point at scaled distance \(t\). In units of \(e/(4\pi\epsilon_0R)\), its potential is \(x^n/(\epsilon_{\rm in}t^{n+1})+At^n\) just inside the surface and \(B/t^{n+1}\) outside. Continuity of the potential and of the normal displacement at \(t=1\) gives

\[
\frac{x^n}{\epsilon_{\rm in}}+A=B,\qquad
-(n+1)x^n+n\epsilon_{\rm in}A=-(n+1)\epsilon_{\rm out}B .
\]

Eliminating \(B\) yields \(A=\alpha_nx^n\), with

\[
\alpha_n=\frac{(n+1)(\epsilon_{\rm in}-\epsilon_{\rm out})}
{\epsilon_{\rm in}[n\epsilon_{\rm in}+(n+1)\epsilon_{\rm out}]} .
\]

Each carrier has half the energy of its charge in its own reaction potential. The \(n=0\) terms cancel for a neutral pair, and the electron–hole cross terms with \(n\ge1\) average to zero in spherical states. The two halves add to

\[
P=\frac{e^2}{4\pi\epsilon_0R}\sum_{n\ge1}\alpha_n\langle x^{2n}\rangle .
\]

For vacuum outside, \(P=34.6\) meV. It is positive and varies as \(1/R\), so it adds \(sP=1.7\) meV to the spread. Together with the attraction, both in first order, this gives \(15.6+1.7=17.3\) meV.

**Walls and bands that are not ideal**

Now leave out the electrostatic terms and give the electron a barrier \(V_b=4\) eV, with mass \(m_{\rm out}=m_0\) outside. Inside, \(\psi\propto\sin(kr)/r\); outside, \(\psi\propto e^{-\kappa r}/r\), where \(k=\sqrt{2m_eE}/\hbar\) and \(\kappa=\sqrt{2m_{\rm out}(V_b-E)}/\hbar\). Continuity of \(\psi\) and \(\psi'/m\) gives

\[
\frac1{m_e}\left(k\cot kR-\frac1R\right)
=-\frac1{m_{\rm out}}\left(\kappa+\frac1R\right).
\]

At the same 3.2 nm radius, the electron energy falls from 181.8 to 134.1 meV. This is the energy of a hard-wall sphere enlarged by \(\delta\), where

\[
\frac{R+\delta}{R}=\sqrt{\frac{181.8}{134.1}}=1.16,
\qquad \delta\approx0.5\ \text{nm}.
\]

If \(\delta\) is roughly constant, the energy varies as \((R+\delta)^{-2}\), and

\[
-\frac{d\ln E}{d\ln R}=\frac{2R}{R+\delta}<2 .
\]

The wave function does not vanish at the wall, so a given change in \(R\) is a smaller fraction of the effective size. Very little of the electron is outside, however. Extending the inner function in a straight line to zero, and dropping the \(1/R\) terms in the boundary condition, gives \(\delta\approx m_{\rm out}/(m_e\kappa)\), with \(1/\kappa\approx0.1\) nm, so the jump in mass makes \(\delta\) about five times the decay length. Restoring the total confinement to 200 meV requires \(R=2.7\) nm, and the full boundary condition then gives a spread of 17.0 meV.

A nonparabolic electron band acts in the same direction. Take \(E(1+\alpha E)=K\), where \(K\propto R^{-2}\) is the parabolic energy. Differentiating gives \((1+2\alpha E)\,dE=dK\), and hence

\[
-\frac{dE}{d\ln R}=\frac{2K}{1+2\alpha E}
=2E\,\frac{1+\alpha E}{1+2\alpha E}<2E .
\]

With hard walls, \(\alpha=0.4\) eV\(^{-1}\) and the total confinement again held at 200 meV, the spread is 18.9 meV.

**What this means for a real sample**

For these rough In\(_2\)O\(_3\)-like parameters, with the kinetic confinement held at 200 meV, electron–hole attraction lowers the spread from 20 to about 16 meV if the static permittivity applies, and further if the lattice cannot follow the transition. The barrier alone gives 17 meV under the same condition. At an unchanged radius of 3.2 nm it would give about 13 meV, because it also lowers the confinement energy. A leaking wave function also changes the Coulomb energy, so the two reductions need not add in general. For these parameters they nearly do. With the barrier, at \(R=2.7\) nm, the first-order attraction is about 95 meV and falls a little more slowly than \(1/R\). Barrier and attraction together, without surface polarization, then give about 12.7 meV, against 12.6 meV from adding the separate reductions. A surrounding medium other than vacuum would change both the barrier and the surface polarization. In In\(_2\)O\(_3\), strong absorption starts from valence states below the topmost ones; I have put that offset into \(E_0\), which neglects any size dependence it may have.

Doping can break the model altogether. One free electron per dot corresponds to a density of \(7\times10^{18}\) cm\(^{-3}\) at this radius. At or above that density, the lowest electron level is typically occupied at least in part, and the transition of an empty dot is no longer the right starting point.

Temperature needs a separate treatment. A gap shift common to all dots moves the line without spreading it. Broadening within each dot does add width. The thermal energy at 300 K, 26 meV, is a scale for comparison and not a prediction of that width, but it warns against assigning a whole room-temperature line to the size distribution. If the additional energy deviations are independent of radius, with standard deviation \(\sigma_{\rm dot}\), the cross term averages to zero and

\[
\sigma_{\rm total}^2=\sigma_E^2+\sigma_{\rm dot}^2 .
\]

For the problem as you stated it, quote a standard deviation of 20 meV and say that the five percent is a standard deviation too. The numerical output below also lists the full range for hard limits, the line width, and the spreads calculated above with attraction, surface polarization, a finite barrier and a nonparabolic band.

## Values computed for the example and the checks

```
INPUTS AND MAIN RESULT
confinement energy: 200.0 meV
relative radius standard deviation: 5.0 %
linear energy standard deviation: 20.00 meV
same, converted: 0.0200 eV
confinement at radius +5%: 181.41 meV
confinement at radius -5%: 221.61 meV
downward excursion: 18.59 meV
upward excursion: 21.61 meV
full range for hard limits: 40.20 meV
GAUSSIAN RADII
integrated standard deviation: 20.42 meV
integrated rise of mean: 1.52 meV
rise of mean, 3 s^2 Ec: 1.50 meV
FWHM, linear: 47.10 meV
FWHM, transformed density: 46.20 meV
GRID DIAGONALIZATION
energy at mean radius: 200.00 meV
energy at radius -5%: 221.61 meV
energy at radius +5%: 181.41 meV
ROUGH In2O3-LIKE PARAMETERS
electron mass: 0.20 m0
hole mass: 2.00 m0
relative permittivity inside: 9.0 (no unit)
relative permittivity outside: 1.0 (no unit)
electron barrier: 4.0 eV
mass outside: 1.0 m0
nonparabolicity: 0.40 1/eV
mean radius from 200 meV: 3.216 nm
radius standard deviation: 0.161 nm
cation layer spacing, a/4: 0.25 nm
NEGLECTED EFFECTS, ONE AT A TIME
Coulomb attraction, first order: 88.9 meV
spread with it: 15.56 meV
pair kinetic energy, self-consistent: 206.0 meV
pair attraction, self-consistent: 100.6 meV
pair total energy: 105.4 meV
spread, self-consistent pair: 15.57 meV
same with hole mass 1 m0: 15.76 meV
same with hole mass 10 m0: 15.09 meV
surface polarization energy: 34.6 meV
its addition to the spread: 1.73 meV
electron energy, hard wall: 181.8 meV
electron energy, finite barrier: 134.1 meV
radius for 200 meV, finite barrier: 2.745 nm
spread, finite barrier: 17.04 meV
radius for 200 meV, nonparabolic: 3.116 nm
spread, nonparabolic band: 18.86 meV
temperature: 300 K
thermal energy kT: 25.9 meV
density for one electron per dot: 7.18e+18 cm^-3
```
